# Onset of modulated order in a ferroelectric with competing layer couplings: test program

```python
# Result under test: layers with nearest coupling J1 > 0 and next-layer coupling
# -r*J1 order uniformly for r <= 1/4; for r > 1/4 the first instability on cooling
# has cos(q) = 1/(4r), where q is the phase advance per layer.
# J0: in-layer coupling; p: layer order parameter (-1..1); kT: thermal energy.
# Mean-field free energy per layer: mixing entropy term minus p.M.p/(2N).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipkm1


def coupling_matrix(size, j0, j1, r):
    matrix = np.zeros((size, size))
    for n in range(size):
        matrix[n, n] += j0
        for step, value in ((1, j1), (2, -r * j1)):
            matrix[n, (n + step) % size] += value
            matrix[n, (n - step) % size] += value
    return matrix


def lattice_sum(q, j0, neighbours):
    total = j0 + 0.0 * q
    for step, value in enumerate(neighbours, start=1):
        total = total + value * (np.exp(1j * q * step)
                                 + np.exp(-1j * q * step)).real
    return total


def entropy_term(p):
    return 0.5 * ((1 + p) * np.log1p(p) + (1 - p) * np.log1p(-p))


def free_energy(p, matrix, kT):
    return kT * np.mean(entropy_term(p)) - 0.5 * p @ matrix @ p / len(p)


def newton_state(p, matrix, kT):
    # Least squares discards the free phase shift of the wave.
    for _ in range(60):
        residual = kT * np.arctanh(p) - matrix @ p
        hessian = np.diag(kT / (1 - p**2)) - matrix
        change = np.linalg.lstsq(hessian, -residual, rcond=1e-9)[0]
        p = p + change
        if np.max(np.abs(change)) < 1e-12:
            break
    assert np.max(np.abs(kT * np.arctanh(p) - matrix @ p)) < 1e-9
    return p


# Wavevector and height of the first instability, from diagonalization
size = 720
table = []
for r in (0.27, 0.30, 0.50, 1.00):
    values, vectors = np.linalg.eigh(coupling_matrix(size, 0.0, 1.0, r))
    spectrum = np.abs(np.fft.rfft(vectors[:, -1]))
    q_found = 2 * np.pi * np.argmax(spectrum) / size
    q_formula = np.arccos(1 / (4 * r))
    assert abs(q_found - q_formula) < 2 * np.pi / size  # grid of allowed q
    assert abs(values[-1] - (2 * r + 1 / (4 * r))) < 2e-4
    table.append((r, np.degrees(q_found), np.degrees(q_formula)))


# Threshold from finite rings, extrapolated to an infinite stack
def ring_threshold(ring):
    low, high = 0.2, 0.4
    for _ in range(38):
        mid = 0.5 * (low + high)
        matrix = coupling_matrix(ring, 0.0, 1.0, mid)
        top = np.linalg.eigvalsh(matrix)[-1]
        if top - matrix[0].sum() > 1e-12:
            high = mid
        else:
            low = mid
    return 0.5 * (low + high)


r_40, r_80 = ring_threshold(40), ring_threshold(80)
r_threshold = (4 * r_80 - r_40) / 3
assert abs(r_threshold - 0.25) < 5e-6  # remaining fourth-order size error

# Near-threshold square-root law
r_near = 0.2501
best = minimize_scalar(lambda q: -lattice_sum(q, 0.0, (1.0, -r_near)),
                       bounds=(0.001, 0.2), method="bounded",
                       options={"xatol": 1e-9})
assert abs(best.x / np.sqrt(8 * (r_near - 0.25)) - 1) < 1e-3

# Entropy inequality that rules out an earlier first-order transition
p_grid = np.linspace(-0.999, 0.999, 4001)
assert np.min(entropy_term(p_grid) - p_grid**2 / 2) > -1e-14

# Relaxed random states: uniform order wins at r = 1/4, loses at r = 0.4
rng = np.random.default_rng(4)


def lowest_relaxed(matrix, kT, starts=12):
    energies = []
    for _ in range(starts):
        p = rng.uniform(-0.8, 0.8, len(matrix))
        for _ in range(1500):
            p = np.tanh(matrix @ p / kT)
        energies.append(free_energy(p, matrix, kT))
    return min(energies)


for r, kT in ((0.25, 4.95), (0.25, 2.75), (0.20, 3.50)):
    matrix = coupling_matrix(48, 4.0, 1.0, r)
    uniform_sum = matrix[0].sum()
    p_uni = brentq(lambda p: p - np.tanh(uniform_sum * p / kT), 0.05, 1.0)
    f_uni = free_energy(np.full(48, p_uni), matrix, kT)
    assert lowest_relaxed(matrix, kT) >= f_uni - 1e-12
matrix = coupling_matrix(48, 4.0, 1.0, 0.40)
assert matrix[0].sum() < 5.25  # no uniform polar solution at this kT
control_energy = lowest_relaxed(matrix, 5.25)
assert control_energy < -1e-4

# Worked example, energies in meV; rough sodium nitrite regime
J0, J1, r_ex = 33.3, 3.0, 0.27
spacing_nm, Ps_uC, volume_nm3, eps_inf = 0.18, 12.0, 0.054, 2.0
k_meV = sc.k / sc.e * 1e3
q_star = np.arccos(1 / (4 * r_ex))
period = 2 * np.pi / q_star
J_max = J0 + J1 * (2 * r_ex + 1 / (4 * r_ex))
J_uniform = J0 + 2 * J1 * (1 - r_ex)
gain = J1 * (4 * r_ex - 1)**2 / (4 * r_ex)
q_fine = np.linspace(0, np.pi, 200001)
sum_fine = lattice_sum(q_fine, J0, (J1, -r_ex * J1))
assert abs(sum_fine.max() - J_max) < 1e-8
assert abs(sum_fine.max() - sum_fine[0] - gain) < 1e-8
T_i, T_uniform = J_max / k_meV, J_uniform / k_meV

matrices = {n: coupling_matrix(n, J0, J1, r_ex) for n in range(12, 23)}


def wave_state(n, kT):
    wave = np.cos(2 * np.pi * np.arange(n) / n)
    rayleigh = wave @ matrices[n] @ wave / (wave @ wave)
    if rayleigh <= kT:
        return np.zeros(n), 0.0
    guess = np.sqrt(4 * (rayleigh - kT) / kT)
    return newton_state(guess * wave, matrices[n], kT), guess


# Amplitude law against the full nonlinear solution
wave16 = np.cos(2 * np.pi * np.arange(16) / 16)
top16 = wave16 @ matrices[16] @ wave16 / (wave16 @ wave16)
state16, amplitude16 = wave_state(16, top16 - 0.01)
solved16 = 2 * np.mean(state16 * wave16)
assert abs(solved16 / amplitude16 - 1) < 0.01
assert free_energy(state16, matrices[16], top16 - 0.01) < 0


# Lower boundary: best single-wave state against uniform order
def best_wave(kT):
    return min((free_energy(wave_state(n, kT)[0], matrices[n], kT), n)
               for n in matrices)


def uniform_energy(kT):
    p = brentq(lambda y: y - np.tanh(J_uniform * y / kT), 1e-3, 0.9)
    return kT * entropy_term(p) - 0.5 * J_uniform * p**2


kT_low = brentq(lambda kT: best_wave(kT)[0] - uniform_energy(kT),
                J_uniform - 8 * gain, J_uniform - 2 * gain, xtol=1e-7)
best_period = best_wave(kT_low)[1]
assert 12 < best_period < 22
drop_full = J_uniform - kT_low
drop_estimate = gain / (np.sqrt(1.5) - 1)
assert abs(drop_full / drop_estimate - 1) < 0.12  # estimate omits harmonics
T_low = kT_low / k_meV
T_low_estimate = (J_uniform - drop_estimate) / k_meV
T_show = T_i - 0.1
A_show = np.sqrt(4 * (T_i - T_show) / T_show)
state_low = wave_state(best_period, kT_low)[0]

# Neglected third-layer coupling that removes the modulation
q_scan = np.linspace(0.005, np.pi, 4000)


def modulation_excess(j3):
    bonds = (J1, -r_ex * J1, j3)
    return np.max(lattice_sum(q_scan, J0, bonds)) - lattice_sum(0.0, J0, bonds)


low, high = 0.0, 0.1 * J1
for _ in range(40):
    mid = 0.5 * (low + high)
    if modulation_excess(mid) > 0:
        low = mid
    else:
        high = mid
J3_limit = J1 * (4 * r_ex - 1) / 9
assert abs(low - J3_limit) < 1e-5 * J1

# Neglected depolarizing energy for polarization along the modulation
depolarizing = ((Ps_uC * 1e-2)**2 * volume_nm3 * 1e-27
                / (sc.epsilon_0 * eps_inf) / sc.e * 1e3)


# Neglected fluctuations: spherical model, square-lattice in-layer coupling
def layer_green(excess):
    energy = J0 + excess
    complement = excess * (2 * J0 + excess) / energy**2
    return 2 / (np.pi * energy) * ellipkm1(complement)


k_mid = 2 * np.pi * (np.arange(200) + 0.5) / 200
cos_sum = np.cos(k_mid)[:, None] + np.cos(k_mid)[None, :]
direct_green = np.mean(1 / (1.3 * J0 - 0.5 * J0 * cos_sum))
assert abs(direct_green / layer_green(0.3 * J0) - 1) < 1e-9


def stack_integrand(q):
    return layer_green(4 * r_ex * J1 * (np.cos(q) - np.cos(q_star))**2)


green_mean = (quad(stack_integrand, 0, q_star, limit=200)[0]
              + quad(stack_integrand, q_star, np.pi, limit=200)[0]) / np.pi
T_spherical = 1 / green_mean / k_meV
assert 0 < T_spherical < T_i

print(f"Threshold r, rings of 40 and 80 layers: {r_40:.6f}, {r_80:.6f}")
print(f"Threshold r, extrapolated: {r_threshold:.6f}")
for r, found, formula in table:
    print(f"r = {r:.2f}: q from 720-layer ring {found:.2f} deg, "
          f"formula {formula:.2f} deg, period {360 / formula:.3f} layers")
print(f"r = {r_near}: q numerical {best.x:.5f} rad, "
      f"square-root law {np.sqrt(8 * (r_near - 0.25)):.5f} rad")
print(f"Control r = 0.40, J0/J1 = 4, kT/J1 = 5.25: "
      f"lowest F per layer {control_energy:.6f} J1")
print("Example inputs (rough sodium nitrite regime)")
print(f"J0 = {J0} meV, J1 = {J1} meV, r = {r_ex}")
print(f"Layer spacing {spacing_nm} nm, saturation polarization {Ps_uC} uC/cm2")
print(f"Volume per dipole {volume_nm3} nm3, electronic permittivity {eps_inf}")
print(f"cos q* = {np.cos(q_star):.4f}, q* = {np.degrees(q_star):.2f} deg")
print(f"Period = {period:.2f} layers = {period * spacing_nm:.2f} nm")
print(f"J(q*) = {J_max:.4f} meV, J(0) = {J_uniform:.4f} meV")
print(f"Gain J(q*)-J(0) = {gain:.5f} meV")
print(f"Modulated onset Ti = {T_i:.2f} K")
print(f"Uniform instability J(0)/k = {T_uniform:.2f} K")
print(f"Difference of these temperatures = {T_i - T_uniform:.3f} K")
print(f"Amplitude 0.1 K below Ti: A = {A_show:.4f}, "
      f"polarization {A_show * Ps_uC:.3f} uC/cm2")
print(f"Amplitude check, 16 layers, 0.01 meV below onset: "
      f"solved {solved16:.5f}, law {amplitude16:.5f}")
print(f"Return to uniform order, full mean field: {T_low:.2f} K")
print(f"Return to uniform order, one-sinusoid estimate: {T_low_estimate:.2f} K")
print(f"Modulated range: full {T_i - T_low:.3f} K, "
      f"estimate {T_i - T_low_estimate:.3f} K")
print(f"Best whole-layer period at lower boundary: {best_period} layers")
print(f"Peak polarization there: {np.max(state_low) * Ps_uC:.3f} uC/cm2")
print(f"Third-layer coupling removing modulation: {J3_limit:.4f} meV "
      f"= {100 * J3_limit / J1:.2f} % of J1")
print(f"Depolarizing energy if P is along q: {depolarizing:.0f} meV")
print(f"Spherical-model transition: {T_spherical:.0f} K, "
      f"{100 * (1 - T_spherical / T_i):.0f} % below mean field")
print("OK")
```

It prints:

```
Threshold r, rings of 40 and 80 layers: 0.251548, 0.250386
Threshold r, extrapolated: 0.249998
r = 0.27: q from 720-layer ring 22.00 deg, formula 22.19 deg, period 16.222 layers
r = 0.30: q from 720-layer ring 33.50 deg, formula 33.56 deg, period 10.728 layers
r = 0.50: q from 720-layer ring 60.00 deg, formula 60.00 deg, period 6.000 layers
r = 1.00: q from 720-layer ring 75.50 deg, formula 75.52 deg, period 4.767 layers
r = 0.2501: q numerical 0.02828 rad, square-root law 0.02828 rad
Control r = 0.40, J0/J1 = 4, kT/J1 = 5.25: lowest F per layer -0.002807 J1
Example inputs (rough sodium nitrite regime)
J0 = 33.3 meV, J1 = 3.0 meV, r = 0.27
Layer spacing 0.18 nm, saturation polarization 12.0 uC/cm2
Volume per dipole 0.054 nm3, electronic permittivity 2.0
cos q* = 0.9259, q* = 22.19 deg
Period = 16.22 layers = 2.92 nm
J(q*) = 37.6978 meV, J(0) = 37.6800 meV
Gain J(q*)-J(0) = 0.01778 meV
Modulated onset Ti = 437.46 K
Uniform instability J(0)/k = 437.26 K
Difference of these temperatures = 0.206 K
Amplitude 0.1 K below Ti: A = 0.0302, polarization 0.363 uC/cm2
Amplitude check, 16 layers, 0.01 meV below onset: solved 0.03263, law 0.03258
Return to uniform order, full mean field: 436.28 K
Return to uniform order, one-sinusoid estimate: 436.34 K
Modulated range: full 1.189 K, estimate 1.124 K
Best whole-layer period at lower boundary: 17 layers
Peak polarization there: 1.222 uC/cm2
Third-layer coupling removing modulation: 0.0267 meV = 0.89 % of J1
Depolarizing energy if P is along q: 274 meV
Spherical-model transition: 215 K, 51 % below mean field
OK
```
